# Acoustic-Phonon Mobility in a Fang-Howard Subband: Form Factor and Density Scaling

## 1. Situation and result

A gate field presses the electrons of an inversion layer against an insulator. A stronger field makes the layer thinner. Confinement relaxes momentum conservation normal to the interface, so a thinner layer couples to bulk acoustic phonons with a wider range of normal wave numbers. If the temperature is high enough to excite these phonons, the scattering becomes stronger. A transport model then needs to know how fast the phonon-limited mobility falls as the layer is charged, and which density controls the fall.

Let $z>0$ be the distance into the semiconductor, with a hard wall at $z=0$. One subband is occupied, with the Fang-Howard envelope

$$\xi(z)=\sqrt{b^3/2}\;z\,e^{-bz/2},\qquad \int_0^\infty\xi^2dz=1 .$$

The form factor for intrasubband acoustic scattering is

$$F\equiv\int_0^\infty\xi^4dz=\frac{3b}{16},$$

and the phonon-limited mobility is

$$\mu=\frac{16\,e\hbar^3\rho v^2}{3\,m^2D^2k_BT\,b},\qquad b^3=\frac{12m_ze^2N^*}{\varepsilon\hbar^2},\qquad N^*=N_d+\tfrac{11}{32}N_s. \tag{1}$$

Hence $\mu\propto(N^*)^{-1/3}$ at fixed temperature $T$. Here $N_d$ and $N_s$ are the depletion and inversion sheet densities, $m$ is the isotropic in-plane mass, $m_z$ the normal mass, $\varepsilon$ the absolute permittivity, $D$ the deformation potential as an energy, $\rho$ the mass density and $v$ the longitudinal sound speed. The elementary charge $e$ is positive and all formulas are in SI units. The power law refers to the weighted density $N^*$, not to $N_s$ by itself.

The model assumes bulk phonons unaffected by the interface, an unscreened deformation potential, phonon equipartition and quasi-elastic scattering. Image, exchange and correlation terms are left out of the confinement energy.

## 2. The form factor

A phonon with normal wave number $q_z$ couples to the subband through

$$I(q_z)=\int_0^\infty\xi^2e^{iq_zz}dz=\frac{b^3}{2}\int_0^\infty z^2e^{-(b-iq_z)z}dz .$$

Since $\int_0^\infty z^2e^{-az}dz=2/a^3$ for $\mathrm{Re}\,a>0$,

$$I(q_z)=\frac{b^3}{(b-iq_z)^3},\qquad |I(q_z)|^2=\frac{b^6}{(b^2+q_z^2)^3}. \tag{2}$$

Phonons with $|q_z|\ll b$ couple fully. Those with $|q_z|\gg b$ oscillate many times across the layer and average out.

The rate will require the integral of $|I|^2$ over $q_z$. Writing $|I|^2$ as a double integral and using $\int dq_z\,e^{iq_z(z-z')}=2\pi\delta(z-z')$ gives

$$\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}|I|^2=\int_0^\infty\xi^4dz
=\frac{b^6}{4}\int_0^\infty z^4e^{-2bz}dz
=\frac{b^6}{4}\,\frac{24}{32b^5}=\frac{3b}{16}. \tag{3}$$

The same value follows from (2). With $q_z=b\tan\theta$ the left side becomes $(b/2\pi)\int_{-\pi/2}^{\pi/2}\cos^4\theta\,d\theta=(b/2\pi)(3\pi/8)$. The length $1/F=16/(3b)$ acts as the layer thickness for this process. It is larger than the mean depth $3/b$ by the factor $16/9$.

## 3. From the golden rule to the mobility

The perturbation is $D\,\nabla\!\cdot\mathbf u$, where $\mathbf u$ is the lattice displacement. Let $\mathbf Q=(\mathbf q,q_z)$, $\omega=vQ$, and let $\Omega=AL$ be the normalization volume. A longitudinal mode has displacement amplitude $\sqrt{\hbar/(2\rho\Omega\omega)}$, and the divergence supplies a factor $Q$. The squared matrix elements are therefore

$$|M_\mp|^2=\frac{D^2\hbar Q^2}{2\rho\Omega vQ}\,|I|^2\times
\begin{cases}N_Q&\text{absorption}\\ N_Q+1&\text{emission,}\end{cases}$$

where $N_Q$ is the Bose occupation. For $\hbar vQ\ll k_BT$ both occupation factors become $k_BT/(\hbar vQ)$. The powers of $Q$ cancel, each process contributes $D^2k_BT|I|^2/(2\rho v^2\Omega)$, and their sum is

$$|M|^2=\frac{D^2k_BT}{\rho v^2\Omega}|I(q_z)|^2 .$$

Neglecting the phonon energy in the energy balance, the momentum relaxation rate is

$$\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\sum_{q_z}|M|^2(1-\cos\theta)\,\delta(E_{k'}-E_k),$$

where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. The normal sum is $\sum_{q_z}\to L\int dq_z/2\pi$, which gives $LF$ by (3). The matrix element does not depend on $\theta$, so the in-plane sum is

$$\sum_{\mathbf k'}(1-\cos\theta)\delta(E_{k'}-E_k)
=\frac{A}{(2\pi)^2}\int_0^{2\pi}(1-\cos\theta)d\theta\int_0^\infty k'\,\delta(E_{k'}-E_k)\,dk'
=\frac{A}{(2\pi)^2}\,2\pi\,\frac{m}{\hbar^2}.$$

There is no factor of two for spin, because the phonon does not flip it. Multiplying the pieces,

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho v^2}\,F\,\frac{m}{2\pi\hbar^2}
=\frac{mD^2k_BT}{\hbar^3\rho v^2}\,F. \tag{4}$$

This rate does not depend on the electron energy $E$. In two dimensions, with constant density of states $g$ and Fermi function $f$, the linearized Boltzmann equation gives

$$N_s\mu=\frac em\int_0^\infty gE\,\tau\left(-\frac{\partial f}{\partial E}\right)dE .$$

For constant $\tau$, integration by parts turns the integral into $\tau\int gf\,dE=\tau N_s$. Thus $\mu=e\tau/m$ whether the layer is degenerate or not. With (3) and (4) this is the first formula in (1), and the whole density dependence now sits in $b$.

## 4. The variational parameter and the weight 11/32

**Kinetic energy.** Since $\xi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$,

$$\int_0^\infty\xi'^2dz=\frac{b^3}{2}\left(\frac1b-\frac b{b^2}+\frac{b^2}{4}\frac{2}{b^3}\right)=\frac{b^2}{4},
\qquad \langle T_z\rangle=\frac{\hbar^2b^2}{8m_z}.$$

**Depletion charge.** If the depletion region is much deeper than the electron layer, its field is nearly constant there and $V_d=e^2N_dz/\varepsilon$. With $\langle z\rangle=(b^3/2)(3!/b^4)=3/b$,

$$\langle V_d\rangle=\frac{3e^2N_d}{\varepsilon b}.$$

**Inversion charge.** Poisson's equation for the electron potential energy is $V_s''=-e^2N_s\xi^2/\varepsilon$. The part of the gate charge that balances $N_s$ leaves no field beyond the layer, so $V_s'(\infty)=0$. Taking also $V_s(0)=0$,

$$V_s(z)=\frac{e^2N_s}{\varepsilon}\int_0^zdt\int_t^\infty\xi^2(z')dz'
=\frac{e^2N_s}{\varepsilon}\int_0^\infty\min(z,z')\,\xi^2(z')dz'.$$

The mean of $\min(z,z')$ follows from the probability $S(t)$ that an electron lies beyond $t$, because the minimum exceeds $t$ when both positions do. With $x=bt$, $S=e^{-x}(1+x+x^2/2)$, and

$$\langle\min\rangle=\int_0^\infty S^2dt=\frac1b\int_0^\infty e^{-2x}\left(1+2x+2x^2+x^3+\frac{x^4}{4}\right)dx .$$

Using $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$, the terms are $\frac12+\frac12+\frac12+\frac38+\frac3{16}=\frac{33}{16}$. Therefore $\langle V_s\rangle=33e^2N_s/(16\varepsilon b)$.

**Minimization.** The energy per electron counts each pair once, so $V_s$ enters with a factor one half:

$$\mathcal E(b)=\frac{\hbar^2b^2}{8m_z}+\frac{3e^2N_d}{\varepsilon b}+\frac12\,\frac{33e^2N_s}{16\varepsilon b}
=\frac{\hbar^2b^2}{8m_z}+\frac{3e^2}{\varepsilon b}\left(N_d+\frac{11}{32}N_s\right). \tag{5}$$

The bracket is $N^*$. Setting the derivative to zero,

$$\frac{\hbar^2b}{4m_z}-\frac{3e^2N^*}{\varepsilon b^2}=0
\quad\Longrightarrow\quad b^3=\frac{12m_ze^2N^*}{\varepsilon\hbar^2}.$$

The second derivative is positive for $b>0$, so this is the minimum. It follows that $F\propto b\propto(N^*)^{1/3}$ and $\mu\propto(N^*)^{-1/3}$.

The factor one half belongs to the functional being minimized. When $\xi$ is varied freely, the two densities in the pair term contribute equally and restore the full $V_s$ in the Hartree equation. The subband level itself contains the full $\langle V_s\rangle$, but it is not the quantity to minimize. Minimizing it would replace $11/32$ by $11/16$. Numerical minimization of the two functionals gives weights of 0.344 and 0.688, in agreement with these fractions.

## 5. What is seen when only the gate is changed

At fixed $N_d$ the logarithmic slope in the inversion density is

$$\frac{d\ln\mu}{d\ln N_s}=-\frac13\,\frac{N_s}{N^*}\frac{dN^*}{dN_s}=-\frac{11}{96}\,\frac{N_s}{N^*}. \tag{6}$$

It vanishes for $N_s\ll N_d$, where the depletion charge sets the thickness. It tends to $-1/3$ for $N_s\gg N_d$, where $N^*\to11N_s/32$. A fit of $\mu$ against $N_s$ therefore gives an exponent that depends on the range fitted.

The mean confining field leads to another variable. The field at depth $z$ is $(e/\varepsilon)[N_d+N_sS(z)]$, and the mean of $S$ over the electron distribution is $1/2$, so the mean field is proportional to $N_e=N_d+N_s/2$. At fixed $N_d$,

$$\frac{d\ln\mu}{d\ln N_e}=-\frac13\,\frac{N_e}{N^*}\,\frac{11/32}{1/2}=-\frac{11}{48}\,\frac{N_e}{N^*}.$$

This runs from $-11/48\approx-0.23$ at small $N_s$ to $-1/3$ at large $N_s$. Replacing $N^*$ by the mean-field density is thus not a harmless change of notation.

## 6. Worked numbers

The parameters are round model values: $m=m_z=0.2m_0$, with $m_0$ the free-electron mass, $\varepsilon=12\varepsilon_0$, $D=10$ eV, $\rho=5000$ kg/m³, $v=5000$ m/s, $T=100$ K, $N_d=10^{16}$ m⁻² and $N_s=5\times10^{15}$ m⁻². Then

$$N^*=10^{16}+\tfrac{11}{32}\left(5\times10^{15}\right)=1.172\times10^{16}\ \mathrm{m^{-2}},$$

and (1) gives $b=8.226\times10^8$ m⁻¹. The form factor is

$$F=0.1875\times8.226\times10^8=1.542\times10^8\ \mathrm{m^{-1}},$$

so the effective thickness $1/F$ is 6.48 nm, against a mean depth of 3.65 nm. Equation (4) gives $1/\tau=6.79\times10^{11}$ s⁻¹, or $\tau=1.472$ ps, and

$$\mu=\frac{e\tau}{m}=\frac{(1.602\times10^{-19})(1.472\times10^{-12})}{0.2\,(9.109\times10^{-31})}
=1.29\ \mathrm{m^2/(V\,s)},$$

which is about 12 900 cm²/(V s).

With $N_d$ and $T$ fixed, the mobility changes as follows:

| $N_s$ (10¹⁵ m⁻²) | $N^*$ (10¹⁶ m⁻²) | $\mu$ (m²/(V s)) |
|---:|---:|---:|
| 1 | 1.034 | 1.350 |
| 5 | 1.172 | 1.295 |
| 10 | 1.344 | 1.237 |
| 20 | 1.688 | 1.146 |

From the first row to the last $N_s$ grows twentyfold, but $N^*$ grows by the factor 1.63. The mobility falls by the factor $1.63^{-1/3}=0.85$. At the working point the slope (6) is

$$-\frac{11}{96}\,\frac{0.5}{1.172}=-0.049,$$

far from $-1/3$. The table also shows the cost of the wrong weight. Using $11/16$ at $N_s=5\times10^{15}$ m⁻² gives the $N^*$ of the third row, and hence a mobility of 1.237 instead of 1.295 m²/(V s), about 4.5% too low relative to (1).

The energy scales must be ordered as $\hbar vb\ll k_BT\ll\Delta$, where $\Delta$ is the gap to the next subband. Here they are 2.7, 8.6 and 65 meV, the gap being taken from the Hartree calculation of Section 7. The estimated population of the next subband is 0.08% of $N_s$. In a degenerate layer the Fermi energy, measured from the bottom of the occupied subband, must also stay below $\Delta$ by several $k_BT$. Raising $T$ improves equipartition but weakens the one-subband assumption.

## 7. How much depends on the envelope

The exponent can be examined without a trial function. The one-subband Hartree equation is

$$-\frac{\hbar^2}{2m_z}\xi''+\frac{e^2}{\varepsilon}\left[N_dz+N_s\int_0^\infty\min(z,z')\xi^2(z')dz'\right]\xi=E\xi .$$

Put $z=\ell s$ and $\xi=\ell^{-1/2}\chi(s)$, with $\ell^3=\hbar^2\varepsilon/(m_ze^2N^*)$. The kinetic scale $\hbar^2/(m_z\ell^2)$ then equals the potential scale $e^2N^*\ell/\varepsilon$, and division by it leaves

$$-\frac12\chi''+\left[\frac{N_d}{N^*}s+\frac{N_s}{N^*}\int_0^\infty\min(s,s')\chi^2(s')ds'\right]\chi=\epsilon\chi .$$

This equation contains only the ratio $N_s/N_d$. Since $F=\ell^{-1}\int\chi^4ds$, raising both densities in proportion gives $F\propto(N^*)^{1/3}$ exactly within this Hartree model. Numerically, an eightfold rise of both densities doubles $F$ to within 0.01%.

When the ratio changes, so does the shape $\chi$. Let $r$ be the Hartree value of $F$ divided by $3b/16$. The numerical solution gives

- $r=1.23$ for $N_s=0$, the triangular well;
- $r=1.21$ for the worked example;
- $r=1.12$ for $N_d=0$.

The triangular case was checked against the Airy-function solution. A variational energy is stationary at the true ground state, so its error is of second order in the error of $\xi$. The form factor has no such protection, and its error is of first order.

The Hartree mobility in the example is $1.295/1.215=1.07$ m²/(V s), so the closed formula lies 21% above it. Because $\mu\propto1/(rb)$,

$$\frac{d\ln\mu}{d\ln N^*}=-\frac13-\frac{d\ln r}{d\ln N^*}.$$

As $N_s$ rises at fixed $N_d$, $r$ decreases and the fall of the mobility becomes weaker. Between the first and last rows of the table the average Hartree exponent in $N^*$ is $-0.28$. The exact $-1/3$ law in $N^*$ for arbitrary mixtures of depletion and inversion charge is therefore a property of the Fang-Howard approximation. At fixed mixture it survives in the Hartree model. Most of the discrepancy in the exponent lies in the weight of $N_s$: normalized to the triangular well, the Hartree form factor follows $(N_d+0.264N_s)^{1/3}$ to within 1%, where $0.264\approx\tfrac{11}{32}(1.122/1.225)^3$ is fixed by the two limits in the list. The offset in magnitude is a separate matter, since it is already present at $N_s=0$.

## 8. How much depends on equipartition

To restore the phonon energy, consider dilute carriers with a displaced Maxwell distribution, $f=f_0(1+\hbar k_xu/k_BT)$, where $u$ is a small drift velocity. Let $W_{\mathbf k\mathbf k'}$ be the transition rate. The momentum lost per unit time is $\sum fW\hbar(k_x-k_x')$. Detailed balance makes $f_0W$ symmetric in $\mathbf k,\mathbf k'$, so the first-order term can be symmetrized. Division by the momentum $\sum f\hbar k_x$ gives

$$\frac1{\tau_{\rm in}}=\frac{\frac12\sum_{\mathbf k\mathbf k'}f_0W_{\mathbf k\mathbf k'}(k_x-k_x')^2}{\sum_{\mathbf k}f_0k_x^2}. \tag{7}$$

Let $\sigma^2=mk_BT/\hbar^2$ be the thermal variance of one wave-vector component and $G(k)$ the normalized Gaussian of that variance. For absorption, $\mathbf k'=\mathbf k+\mathbf q$, energy conservation fixes the component of $\mathbf k$ along $\mathbf q$ at $k_-=m\omega/(\hbar q)-q/2$. For emission, $\mathbf k'=\mathbf k-\mathbf q$, it is $k_+=m\omega/(\hbar q)+q/2$. The thermal average of the energy delta function is $mG(k_\mp)/(\hbar^2q)$, and the angular average of $q_x^2$ is $q^2/2$. Hence

$$\frac1{\tau_{\rm in}}=\frac1{2\sigma^2}\int_0^\infty\!dq\int_{-\infty}^{\infty}\!dq_z\,\frac{q}{(2\pi)^2}\,
\frac{\pi D^2Q}{\rho v}\,|I|^2\,\frac{q^2}{2}\,\frac{m}{\hbar^2q}\,
\bigl[N_QG(k_-)+(N_Q+1)G(k_+)\bigr]. \tag{8}$$

For $v\to0$ at fixed $\rho v^2$, the bracket tends to $2k_BT\,G(q/2)/(\hbar vQ)$. The $q_z$ integral gives $2\pi F$, and $\int_0^\infty q^2G(q/2)dq=4\sigma^2$. Collecting factors,

$$\frac1{\tau_{\rm in}}\to\frac1{2\sigma^2}\,\frac{2\pi F}{(2\pi)^2}\,\frac{2\pi D^2k_BT}{\hbar\rho v^2}\,\frac{m}{2\hbar^2}\,4\sigma^2
=\frac{mD^2k_BT}{\hbar^3\rho v^2}F,$$

which is (4). Numerical integration of (8) confirms this limit. At the actual sound speed and 100 K, the inelastic rate is 0.8% below the elastic one.

The low-temperature limit is different. Since $k_+^2-k_-^2=2m\omega/\hbar$, one has $G(k_+)=G(k_-)e^{-\hbar\omega/k_BT}$, so $(N_Q+1)G(k_+)=N_QG(k_-)$. Both processes are limited by the thermal occupation, which cuts off $q_z$ near $k_BT/(\hbar v)$. When $k_BT\ll\hbar vb$, this cutoff lies far below $b$. Then $|I|^2\approx1$, and the rate no longer depends on the layer thickness.

With the confinement of the example, (8) gives these local exponents in $N^*$:

| $T$ (K) | exponent |
|---:|---:|
| 300 | −0.333 |
| 100 | −0.330 |
| 20 | −0.287 |
| 2 | −0.041 |

These values show the effect of the finite phonon energy, which enters both the Bose occupation and the energy balance. They hold for dilute carriers and the displaced trial distribution, not for a degenerate layer, and the 300 K entry still assumes one subband, although $\Delta/k_BT$ is then only 2.5 and the next subband would hold roughly 8% of the carriers.

## 9. Use in a transport model

Compute $N^*$ from the local $N_d$ and $N_s$, then $b$, $F$ and $1/\tau$ in that order. Densities given in cm⁻² must be multiplied by $10^4$, and $D$ must be in joules. If $N_d$ changes with bias, update it along with $N_s$.

If a Hartree envelope is available, insert its $\int\xi^4dz$ directly in (4); the derivation of (4) does not require the Fang-Howard shape. A value of $D$ fitted with one envelope should not be carried over to another, because the rate contains the product $D^2F$.

Equation (1) should not be used when several subbands are occupied, since intersubband rates and overlaps are then missing. It also assumes a single isotropic valley and intravalley acoustic scattering only. In a multivalley material such as silicon, valley populations and intervalley phonons enter as well, and a measured mobility also contains optical-phonon, Coulomb and surface-roughness scattering. Screening would give the matrix element its own dependence on $q$ and density. The in-plane factor would then no longer be constant, and the density dependence would no longer sit in $F$ alone. This is not a small correction in the example. The static screening wave number $(e^2/2\varepsilon)\,\partial N_s/\partial E_F$, with $E_F$ the Fermi energy, is about $3\times10^8$ m⁻¹, comparable to the thermal electron wave number $\sqrt{2mk_BT}/\hbar\approx2\times10^8$ m⁻¹. Because added electrons can strengthen the screening, the mobility may then rise with $N_s$ instead of falling. Equation (1) therefore describes the effect of layer thickness alone, not the full density dependence of a screened layer. Most of the values quoted here are in the numerical output below.

## Calculated quantities

```
In-plane and normal mass: 0.20, 0.20 m0
Relative permittivity: 12.0
Deformation potential: 10.0 eV
Mass density: 5000 kg/m^3; sound speed: 5000 m/s
Temperature: 100 K; kB T: 8.617 meV
Depletion density N_d: 1.000e+16 m^-2
Inversion density N_s: 5.000e+15 m^-2
Effective density Nstar: 1.1719e+16 m^-2
Fang-Howard b: 8.2257e+08 m^-1; mean depth 3/b: 3.647 nm
Form factor F: 1.5423e+08 m^-1; thickness 1/F: 6.484 nm
Scattering rate: 6.7930e+11 s^-1; tau: 1.4721 ps
Mobility: 1.2946 m^2/(V s) = 12946 cm^2/(V s)
F/b by direct quadrature: 0.18750000
F/b by Fourier overlap: 0.18750000
Largest overlap error: 5.2e-09
N_s weight, total energy minimized: 0.34393
N_s weight, subband level minimized: 0.68776
d ln(mu)/d ln(N_s), formula: -0.04889
d ln(mu)/d ln(N_s), numerical minimum: -0.04894
Mobility table at fixed N_d and T:
  N_s 1.0e+15 m^-2, Nstar 1.0344e+16 m^-2, mu 1.3496 m^2/(V s)
  N_s 2.0e+15 m^-2, Nstar 1.0688e+16 m^-2, mu 1.3350 m^2/(V s)
  N_s 5.0e+15 m^-2, Nstar 1.1719e+16 m^-2, mu 1.2946 m^2/(V s)
  N_s 1.0e+16 m^-2, Nstar 1.3438e+16 m^-2, mu 1.2369 m^2/(V s)
  N_s 2.0e+16 m^-2, Nstar 1.6875e+16 m^-2, mu 1.1464 m^2/(V s)
Phonon energy hbar v b: 2.707 meV
Hartree subband gap: 64.72 meV
Fermi energy above subband bottom: 0.023 meV
Upper-subband population estimate: 0.0790 percent
F Hartree/Fang-Howard, N_s=0: 1.2252
F Hartree/Fang-Howard, example: 1.2149
F Hartree/Fang-Howard, N_d=0: 1.1221
Mobility with Hartree F: 1.0656 m^2/(V s)
F ratio when both densities rise eightfold: 2.00005
Hartree exponent in Nstar, N_s 1e15 to 2e16 m^-2: -0.2841
Inelastic/elastic rate, v/50 at fixed stiffness: 0.999996
Inelastic/elastic rate, actual v: 0.99177
Exponent in Nstar, v/50 at fixed stiffness: -0.33333
  Dilute-carrier exponent at 300 K: -0.3329
  Dilute-carrier exponent at 100 K: -0.3302
  Dilute-carrier exponent at 20 K: -0.2868
  Dilute-carrier exponent at 2 K: -0.0414
```
